\section*{Semicore States in LAPW and PAW: Local Orbitals and Extra Partial Waves}

\section{The sphere and its radial functions}

Q. When I compute a metal with a shallow $p$ shell below the valence band, an LAPW code asks me for a ``local orbital'', while a PAW code asks me for a dataset with one more partial wave. Are these two cures for one disease?

A. Yes, provided that you want the shallow shell, the semicore, as a band state. If it is frozen in the core, neither is needed to describe it, although in LAPW an unfortunate choice of the energies of the radial functions can still produce a misplaced copy of the shell, as the model below shows. If the semicore is kept as a band state, one set of radial functions with a given $l$ has to describe two shells with different numbers of nodes.

Take one $l$, here $l=0$, a fixed potential $V(r)$ and Hartree atomic units. Write $u(r)$ for $r$ times the radial function. Inside a sphere of radius $R$,
\begin{equation}
-\tfrac12 u''+Vu=\varepsilon u ,\qquad u(0)=0 .
\label{eq:rad}
\end{equation}
LAPW uses the solution $u$ at a chosen energy $E_v$ in the valence band, and its energy derivative $\dot u$. Differentiating (\ref{eq:rad}) with respect to energy gives $(H-E_v)\dot u=u$. PAW uses solutions $\phi_i$ at several energies $\varepsilon_i$, each with a smooth partner $\tilde\phi_i$.

Q. Why can't LAPW simply put a third function into the sphere?

A. Because of the matching. Outside the spheres the basis function is a plane wave, and inside it is $\alpha u+\beta\dot u$. Continuity of value and slope at $R$ gives two equations, which fix $\alpha$ and $\beta$. A third function $u_s$, computed at a semicore energy $E_s$, would have a coefficient $\gamma$ that nothing determines.

One could impose a third condition, such as a continuous second derivative. Then $\gamma$ is tied to the plane wave. It is better to leave $\gamma$ free and let the variational principle choose it. For that we need a function that matches to zero outside:
\begin{equation}
u_{\rm LO}=u_s+a\,u+b\,\dot u,\qquad u_{\rm LO}(R)=u_{\rm LO}'(R)=0 .
\end{equation}
This is the local orbital. Any function made of $u,\dot u,u_s$ that joins a plane wave in value and slope is the ordinary LAPW plus $\gamma u_{\rm LO}$. The functions with a third matching condition are therefore contained in the space of LAPWs plus local orbital, and with the same plane waves they cannot give a lower variational energy.

Q. Do $a$ and $b$ always exist?

A. The two equations have the determinant $W=u\dot u'-\dot u u'$ at $R$. To evaluate it, multiply $(H-E_v)\dot u=u$ by $u$, subtract $\dot u(H-E_v)u=0$, and integrate. The potential terms cancel, and the kinetic terms form a total derivative:
\begin{equation}
\int_0^R u^2dr=-\tfrac12\int_0^R(u\dot u''-\dot u u'')dr=-\tfrac12 W .
\label{eq:W}
\end{equation}
So $W=-2\int_0^R u^2dr$ is never zero. With $u$ normalized in the sphere, $W=-2$, and Cramer's rule gives
\begin{equation}
a=\frac{\dot u u_s'-u_s\dot u'}{W},\qquad
b=\frac{u'u_s-uu_s'}{W}.
\end{equation}
The same subtraction for $u$ and $u_s$ gives $u'u_s-uu_s'=-2(E_v-E_s)\int_0^R uu_sdr$ at $R$. Hence $b=(E_v-E_s)\int_0^R uu_s\,dr$.

Q. And why does PAW not need such a construction?

A. In PAW the plane waves continue through the sphere as a smooth function $\tilde\psi$. The true function is
\begin{equation}
\psi=\tilde\psi+\sum_i(\phi_i-\tilde\phi_i)\langle p_i|\tilde\psi\rangle ,
\label{eq:paw}
\end{equation}
with projectors obeying $\langle p_i|\tilde\phi_j\rangle=\delta_{ij}$. Since $\tilde\phi_i$ joins $\phi_i$ in value and slope at $R$, each difference $\phi_i-\tilde\phi_i$ vanishes there with its slope. Each correction is already local in the sense in which $u_{\rm LO}$ is local, so one more of them disturbs no matching.

The difference lies in where the freedom comes from. LAPW replaces the plane wave inside the sphere, so a new coefficient requires a new basis function. In PAW the coefficient is read from $\tilde\psi$ by the projector, and the number of basis functions stays the same. The price is that the plane waves must resolve the smooth semicore partner $\tilde\phi_s$. If it is sharper than the valence partners, the cutoff has to rise.

\section{How the error depends on energy}

Q. LAPW is said to be linearized. How fast does it go wrong away from $E_v$?

A. What the outside sees of the sphere is the logarithmic derivative $D(\varepsilon)=u'(R)/u(R)$. Define
\begin{equation}
N_\varepsilon[w]=2\int_0^R\left[\tfrac12w'^2+(V-\varepsilon)w^2\right]dr .
\end{equation}
For the solution $u$, integration by parts gives $\int_0^R u'^2dr=u(R)u'(R)-\int_0^R uu''dr$. By (\ref{eq:rad}) the remaining integrals cancel, so $N_\varepsilon[u]=u(R)u'(R)$ and $D=N_\varepsilon[u]/u(R)^2$.

Now use a trial function $w=u+\delta$ with $\delta(R)=0$. The term linear in $\delta$ is
\begin{equation}
4\int_0^R\left[\tfrac12u'\delta'+(V-\varepsilon)u\delta\right]dr
=2u'(R)\delta(R)+4\int_0^R\delta(H-\varepsilon)u\,dr=0 .
\end{equation}
Therefore
\begin{equation}
\frac{N_\varepsilon[w]}{w(R)^2}=D(\varepsilon)+\frac{N_\varepsilon[\delta]}{u(R)^2}.
\label{eq:quad}
\end{equation}
The error of $D$ is quadratic in the error of the function.

To find $\delta$, scale the solutions so that $\hat u(\varepsilon;R)=1$, which requires $u(R)\neq0$. This rescaling does not change the span of $u$ and $\dot u$. A Taylor expansion in energy gives
\begin{equation}
\hat u(\varepsilon)=\hat u(E_v)+(\varepsilon-E_v)\dot{\hat u}(E_v)+O\!\left((\varepsilon-E_v)^2\right).
\end{equation}
The first two terms lie in the LAPW span. The remainder vanishes at $R$, because $\hat u(R)$ does not depend on energy. So $\delta\sim(\varepsilon-E_v)^2$, and $D$ errs as $(\varepsilon-E_v)^4$. The stationary function in the span differs from this trial function by an amount linear in $\delta$, as long as the linear equations for it are not singular. The power is therefore unchanged.

Q. What does the local orbital do to this law?

A. It adds $\hat u(E_s)$ to the span. Interpolate $\hat u(\varepsilon)$ in energy through $E_s$ once and through $E_v$ twice, that is, with its derivative. The remainder is $(\varepsilon-E_v)^2(\varepsilon-E_s)$ times a smooth function of energy, and it again vanishes at $R$. By (\ref{eq:quad}),
\begin{equation}
\delta D\propto(\varepsilon-E_v)^4(\varepsilon-E_s)^2 ,
\label{eq:lo}
\end{equation}
with a factor that varies with energy. In the model calculation below, the measured powers were 4.01 at $E_v$, for $D$, and 2.01 at $E_s$, for $1/D$, because $E_s$ lies close to a pole of $D$. They are read from the sum of the errors on both sides of the reference energy, so they test the even powers only.

Q. Is there a similar law for PAW?

A. There is, but it has to come from the PAW equation itself. With a smooth potential $\tilde v$ that joins $V$ at $R$, let $T$ be the kinetic energy and define
\begin{align}
\chi_j&=(\varepsilon_j-T-\tilde v)\tilde\phi_j, &
B_{ij}&=\langle\tilde\phi_i|\chi_j\rangle,\\
p_i&=\sum_k\chi_k(B^{-1})_{ki}, &
Q_{ij}&=\langle\phi_i|\phi_j\rangle-\langle\tilde\phi_i|\tilde\phi_j\rangle ,
\end{align}
with all integrals over the sphere. Then $\langle\tilde\phi_l|p_i\rangle=\sum_kB_{lk}(B^{-1})_{ki}=\delta_{li}$, as required.

The one-centre energy difference $\Delta H_{ij}$ is the energy integral with $\phi_i,\phi_j,V$ minus that with $\tilde\phi_i,\tilde\phi_j,\tilde v$. Write the kinetic energy as $\frac12\int\phi_i'\phi_j'dr$ and integrate by parts. The boundary terms $\frac12\phi_i\phi_j'$ at $R$ are equal for true and smooth functions and cancel. What remains is
\begin{equation}
\Delta H_{ij}=\varepsilon_j\langle\phi_i|\phi_j\rangle
-\left[\varepsilon_j\langle\tilde\phi_i|\tilde\phi_j\rangle-B_{ij}\right]
=B_{ij}+\varepsilon_jQ_{ij}.
\end{equation}
The PAW Hamiltonian is $\tilde H=T+\tilde v+\sum_{ij}|p_i\rangle\Delta H_{ij}\langle p_j|$, and the overlap is $S=1+\sum_{ij}|p_i\rangle Q_{ij}\langle p_j|$. Acting on a smooth partial wave,
\begin{equation}
(\tilde H-\varepsilon_jS)\tilde\phi_j=-\chi_j+\sum_ip_iB_{ij}=-\chi_j+\chi_j=0 .
\end{equation}
So $\tilde\phi_j$ solves the PAW equation at $\varepsilon_j$. It has the value and slope of $\phi_j$ at $R$, and $D$ is correct there.

For the energy derivative, note that the PAW value of $D$ is also a stationary value, now of the energy form of $\tilde H-\varepsilon S$. Changes of the function do not contribute to first order, and the explicit $\varepsilon$ gives
\begin{equation}
\left.\frac{dD_{\rm PAW}}{d\varepsilon}\right|_{\varepsilon_j}
=-\frac{2\langle\tilde\phi_j|S|\tilde\phi_j\rangle}{\tilde\phi_j(R)^2}
=-\frac{2\int_0^R\phi_j^2dr}{\phi_j(R)^2}.
\end{equation}
The last step uses $\langle\tilde\phi_j|\tilde\phi_j\rangle+Q_{jj}=\langle\phi_j|\phi_j\rangle$. The true derivative is $W/u(R)^2$, which by (\ref{eq:W}) is the same number. Hence the PAW error has at least a double zero at every $\varepsilon_j$.

The two methods are close relatives here. Two solutions at neighbouring energies span nearly the same space as $u$ and $\dot u$, and two merging double zeros make one fourth-order zero.

\section{A model with two shells}

Q. Can you show me numbers for a case where the right answer is known?

A. Take $V=-Z/r$ with $Z=2$ and $R=2$ bohr. The levels are $-Z^2/(2n^2)$. The $1s$ level at $-2$ hartree plays the semicore, and the $2s$ level at $-0.5$ hartree the valence shell. The semicore density outside the sphere is
\begin{equation}
e^{-2ZR}\left(1+2ZR+2Z^2R^2\right)=41\,e^{-8}=0.014 ,
\end{equation}
so 1.4\% leaks out. The reference energies are put 0.1 hartree above the levels, $E_s=-1.9$ and $E_v=-0.4$ hartree, to make the errors visible. The second PAW valence wave is at $0.6$ hartree. Outside the sphere, 40 decaying functions take the place of the plane waves. In LAPW they join the sphere functions in value and slope, and adding more of them can only lower the levels. All LAPW errors below are those of this finite basis, and they converge slowly with its size. A complete outer basis lowers the errors quoted below by 5 to 8\%: 0.43 becomes 0.41, 0.0054 becomes 0.0051, 0.57 becomes 0.52, $3.4\times10^{-4}$ becomes $3.1\times10^{-4}$ and $4.7\times10^{-8}$ becomes $4.4\times10^{-8}$ hartree. The local orbital has $b=0.4725$ hartree, which means a sphere overlap of $0.4725/1.5=0.315$ between $u$ and $u_s$.

Q. What does LAPW give for the semicore without the local orbital?

A. It gives no semicore level. The lowest level is 1.500 hartree above $-2$ hartree, at $-0.500$ hartree, and this is the valence state. The next one is at $-0.5+0.2778=-0.2222$ hartree, which is the $3s$ energy $-2/9$ hartree. The numerical output labels the two lowest LAPW levels ``semicore'' and ``valence'' by their order, so in this row the labels do not name the states. The same holds for the two small shifts it lists for slope matching and for merging waves: they belong to this lowest level.

Q. I would have expected a semicore level at a wrong energy. Why is it absent?

A. Count the poles of $D$. They occur at the energies of sphere functions that vanish at $R$. In the true problem there is one such energy below the valence region, at $-1.933$ hartree. The pair $u,\dot u$ has one combination that vanishes at $R$, so the model $D$ has one pole, at the energy of that combination.

With a complete outer basis, a level occurs where $D$ equals the logarithmic derivative $D_{\rm out}$ of the decaying outer solution. Between poles $D$ falls with energy, while $D_{\rm out}$ rises, because its norm integral runs outward from $R$. At very low energy $D$ lies above $D_{\rm out}$. Up to $-0.5$ hartree $D_{\rm out}$ has no pole, since the outermost node of the decaying solution is at 1 bohr for $2s$ and further in at lower energies. A pole of $D$ below the valence level would therefore force a crossing below that pole, that is, an additional lower level. Conversely, without such a pole $D-D_{\rm out}$ falls steadily and crosses zero only once in this range, at the valence level. Here the combination of $u$ and $\dot u$ that vanishes at $R$ has an energy of $+1.16$ hartree, far above the valence level, so no lower level appears. The span misses 40\% of the semicore density in the sphere.

Q. Could I save the local orbital by moving the LAPW energy halfway between the shells?

A. At $-1.15$ hartree a semicore level does appear, but at $-1.57$ hartree, 0.43 hartree too high. The valence error is then 0.0054 hartree. A misplaced level of this kind becomes a spurious band if it falls into the energy range you study.

With $E_v$ restored and the local orbital at $E_s$, the errors are
\begin{equation}
3.4\times10^{-4}\ \text{hartree (semicore)},\qquad
4.7\times10^{-8}\ \text{hartree (valence)} .
\end{equation}
The first is 0.009 eV. The missed semicore density falls to $1.2\times10^{-5}$ of that in the sphere.

Q. Is it the semicore energy that matters, or would any third function do?

A. As a control, put the third function at $+1.1$ hartree, as far above $E_v$ as $E_s$ lies below it. The number of functions is the same. The semicore level then comes out at $-1.43$ hartree, an error of 0.57 hartree. Adding several functions at higher energies can also lower this error, so a function at the semicore energy is not the only possible cure. But if only one function is added, the one at the semicore energy is by far the better of the two tried here.

Q. And PAW?

A. With two valence waves the only level below $-0.3$ hartree is the valence level, at $-0.50014$ hartree. The semicore is absent, as in LAPW. This is what one wants when the semicore is frozen: in a fixed potential the valence level is still good to $1.4\times10^{-4}$ hartree. What is lost is the response of the semicore to its surroundings.

Adding the semicore wave gives these errors, in hartree:
\begin{center}
\begin{tabular}{lcc}
Partial waves & semicore & valence\\
semicore + one valence & $2.8\times10^{-3}$ & $1.0\times10^{-4}$\\
semicore + two valence & $3.8\times10^{-5}$ & $(4\pm1)\times10^{-7}$
\end{tabular}
\end{center}
The uncertainty in the last entry is numerical: solved without basis truncation and in extended precision, the same dataset gives $3.5\times10^{-7}$. The semicore error with three waves is 0.001 eV. Two functions at the right energies already do better for the semicore than the three LAPW functions of the control.

\section{Reading the comparison}

Q. With three functions each, PAW is better for the semicore and LAPW for the valence state. Do the zeros explain that?

A. Only half of it. Compare the products of distances, in hartree to the sixth power. At the valence level,
\begin{align}
\text{LAPW:}\quad&(0.1)^4(1.4)^2=2.0\times10^{-4},\\
\text{PAW:}\quad&(0.1)^2(1.4)^2(1.1)^2=2.4\times10^{-2}.
\end{align}
This favours LAPW, as found, though by a factor of 120 where the actual ratio of errors is only 7 to 8. At the semicore level the products are $(1.6)^4(0.1)^2=0.066$ for LAPW and $(0.1)^2(1.6)^2(2.6)^2=0.17$ for PAW. They also favour LAPW, yet the PAW error is 8 to 9 times smaller. The prefactors matter, and in PAW they depend on $\tilde v$ and $\tilde\phi_i$. I would not read a ranking of the methods from this one dataset.

Q. One PAW valence level lies below the true one. Is that allowed?

A. It is. LAPW diagonalizes the true Hamiltonian in a restricted space, so its $k$th level is an upper bound to the $k$th true level. Without the local orbital this protects the valence state poorly: it is then the first level, and its bound is the semicore energy.

PAW has no such bound. The part of $\tilde\psi$ outside the span of the $\tilde\phi_i$ feels $\tilde v$ instead of $V$, and the resulting error can have either sign. The missed density alone does not order the errors either: the three PAW waves miss more of the semicore density, $3.7\times10^{-5}$, than the LAPW set does, yet give the smaller semicore error. The cause was not examined here.

For the same reason a PAW dataset can produce spurious levels. The one used here was checked for them. With three waves it has the two expected levels below $-0.3$ hartree, and its one sphere level vanishing at $R$ below 0.5 hartree agrees with the true one at $-1.933$ hartree.

Q. The output lists powers of 2.57 and 1.74 for PAW near the valence reference. You promised me a double zero.

A. The double zero was tested directly: $1/D$ and its energy derivative agree with the true values at every reference energy to a relative accuracy of $10^{-7}$. A power read from finite steps equals 2 only if the quadratic term dominates both the higher terms and the numerical noise. Here the level error is only about $4\times10^{-7}$ hartree at a distance of 0.1 hartree, and the two powers miss 2 on opposite sides. The deviations are numerical error, not higher terms: in extended precision the error of $D$ divided by $(\varepsilon-E_v)^2$ stays at $2.2\times10^{-4}$ in atomic units for steps from 0.002 to 0.02 hartree, and both powers are 2.0. At the semicore reference, where the error is larger, the powers are 2.01 and 2.07.

Q. So what should I check in my own calculation?

A. First decide whether the semicore may be frozen. If it may not, the economical choice for each $l$ with two active shells is a radial function near each of the two energies. In LAPW, look for the local orbital and its energy. In PAW, look at the reference energies of the partial waves, and not just at how many there are: two valence waves gave no semicore level here, while one semicore and one valence wave gave both levels. Then compare the semicore level with an independent atomic solution in the same potential. These numbers hold for a fixed potential and a nonrelativistic model, and a self-consistent calculation adds errors that are not treated here.

\section*{Table of computed values}
\begin{verbatim}
Nuclear charge Z = 2.0, sphere radius R = 2.0 bohr
Exact semicore, valence level: -2.000, -0.500 hartree
Reference energies semicore, valence, second valence: -1.90, -0.40, 0.60 hartree
Midpoint and high control energy: -1.15, 1.10 hartree
Semicore weight outside the sphere: 0.0138
PAW dataset: smooth potential at origin 5.0 hartree, 7 powers of r; miscounted levels 0
First dataset tried: 5.0 hartree, 7 powers; miscounted levels 0
Levels vanishing at R, below 0.5 hartree (hartree)
  true potential: -1.93306
  first dataset, three waves: -1.93306
  used dataset, three waves: -1.93306
Level errors (hartree): semicore, valence
  LAPW u,udot at valence: 1.500e+00, 2.778e-01
  LAPW u,udot at midpoint: 4.336e-01, 5.440e-03
  LAPW valence + semicore LO: 3.363e-04, 4.724e-08
  LAPW valence + high LO: 5.686e-01, 1.837e-07
  PAW two valence waves (nearest level): 1.500e+00, -1.370e-04
  PAW semicore + one valence (nearest level): 2.830e-03, 1.016e-04
  PAW semicore + two valence (nearest level): 3.808e-05, 4.419e-07
All PAW levels below -0.3 hartree (hartree)
  two valence waves: -0.50014
  semicore + one valence: -1.99717, -0.49990
  semicore + two valence: -1.99996, -0.50000
Semicore weight in the sphere missed by the radial span
  LAPW u,udot at valence: 3.950e-01
  LAPW u,udot at midpoint: 3.160e-02
  LAPW valence + semicore LO: 1.185e-05
  LAPW valence + high LO: 1.775e-02
  PAW two valence waves: 7.082e-01
  PAW semicore + one valence: 1.672e-03
  PAW semicore + two valence: 3.711e-05
Local orbital u_s + a u + b udot: a = 0.0151, b = 0.4725 hartree
Slope-matching cost, 10 and 40 exterior functions: 1.190e-07, 3.434e-08 hartree
Semicore level change, u,udot -> two waves 0.02 hartree apart: 2.10e-08 hartree
Order of the error of the logarithmic derivative
  LAPW u,udot, at valence ref: 4.007 (theory 4)
  LAPW+LO, at valence ref: 4.008 (theory 4)
  LAPW+LO, at semicore ref: 2.014 (theory 2)
  PAW 3 waves, valence ref, steps 0.02 and 0.004 hartree: 2.572, 1.740
  PAW 3 waves, semicore ref, steps 0.01 and 0.002 hartree: 2.014, 2.068
PAW at all references, largest relative error of 1/D and its energy derivative: 8.0e-08, 9.8e-08
LAPW semicore error without, with LO: 40.8171, 0.009152 eV
PAW semicore error with three waves: 0.001036 eV
\end{verbatim}
